Iron-boron binding in silicon from screened point charges

**Question.** A positive iron ion on an interstitial site in p-type silicon is attracted by a negative boron ion on a lattice site. How large is the binding energy if both are treated as point charges in a dielectric, how does it scale, and how do the nearest and next-nearest positions of the iron compare with the measured value?

**Answer.** Three things are needed: the distances the crystal allows, the energy of two charges in a dielectric, and the size of what this picture leaves out.

**The allowed distances**

Let a be the lattice constant and put boron at the origin, in place of a silicon atom. The atoms of the diamond lattice lie at the face-centred cubic (fcc) points and at the same points shifted by (1/4, 1/4, 1/4)a. The tetrahedral interstitial sites, the centres of the largest voids, are the fcc points shifted by (1/2, 1/2, 1/2)a and by (3/4, 3/4, 3/4)a.

Subtracting the lattice vector (1, 1, 1)a from the second shift gives the site (−1/4, −1/4, −1/4)a. It lies opposite to the bond that points to (1/4, 1/4, 1/4)a. Each of the four bonds has such a partner, so there are four nearest sites, at

r₁ = a √(1/16 + 1/16 + 1/16) = √3 a/4.

Subtracting the fcc vector (0, 1/2, 1/2)a from the first shift gives (1/2, 0, 0)a. There are six sites of this kind, along the cube axes, at

r₂ = a/2.

For silicon a = 0.5431 nm, so r₁ = 0.2352 nm and r₂ = 0.2716 nm. The lattice is taken as unrelaxed.

**The energy of the pair**

Let the charges be q₁ and q₂ in a uniform medium of permittivity ε = ε₀εᵣ. The field energy density is ε|E₁ + E₂|²/2. The squares of the single fields give self-energies, which are the same at every separation and cancel from the binding energy. The cross term remains:

W = ε ∫ E₁·E₂ dV.

Write E₂ = −∇φ₂ and integrate by parts. The surface term vanishes at infinity, because φ₂E₁ falls as 1/R³ while the surface grows as R². With ε∇·E₁ equal to the charge density of the first ion,

W = ∫ φ₂ (ε∇·E₁) dV = q₁ φ₂(r) = q₁q₂/(4πεr).

For charges +e and −e this is negative. The binding energy E, counted positive and measured from infinite separation, is therefore

E(r) = e²/(4πε₀εᵣr).

With e²/(4πε₀) = 1.440 eV nm and εᵣ = 11.7,

E(r₁) = 1.440/(11.7 × 0.2352) = 0.523 eV = 0.838 × 10⁻¹⁹ J,

E(r₂) = 1.440/(11.7 × 0.2716) = 0.453 eV.

Direct numerical integration of the cross term at r₁ also gives 0.523 eV. Without the dielectric the energy would be 6.12 eV, so nearly all of the bare attraction is removed by screening, and the estimate stands or falls with εᵣ.

Small changes obey

δE/E = −δr/r − δεᵣ/εᵣ,

so, as long as εᵣ does not depend on distance, an error of one percent in either quantity moves the energy by about one percent. The energy is also proportional to the product of the charges. If the iron is neutral, this model gives no binding at all.

**The two configurations**

For constant εᵣ the dielectric constant cancels from the ratio:

E(r₂)/E(r₁) = r₁/r₂ = (√3/4)/(1/2) = √3/2 = 0.866.

The splitting is

Δ = E(r₁) − E(r₂) = (1 − √3/2) E(r₁) = 0.070 eV.

If the iron can hop between these sites and reaches equilibrium, each site carries a Boltzmann weight. Six sites compete with four, so with equal vibrational entropies

N₂/N₁ = (6/4) exp(−Δ/kT).

At 300 K, kT = 0.02585 eV and the ratio is 1.5 × exp(−0.0701/0.02585) = 0.10. About one pair is in the next-nearest form for every ten in the nearest. At low temperature the ratio goes to zero; for kT much larger than Δ it would approach 3/2, the ratio of the site numbers.

**Comparison with measurement**

The measured binding energy is roughly 0.6 eV. The nearest configuration falls short by 0.08 eV, or 13 % of the measured value; the next-nearest falls short by 0.15 eV, about a quarter. The nearest site is thus both the more stable one in the model and the one closer to experiment. Since 0.6 eV is quoted to one figure, the shortfall is itself uncertain by about 0.05 eV.

Taken alone, a distance of 0.205 nm or a dielectric constant of 10.2 would reproduce 0.6 eV. These numbers measure how sensitive the estimate is. They do not identify the cause of the difference.

**How far can bulk screening be trusted at one bond length?**

The valence electrons need some distance to build up their screening charge. A dielectric function that depends on wave number k describes this. In Hartree atomic units, used in this part, take

ε(k) = 1 + 1/(A + Bk² + Ck⁴),

A = 1/(εᵣ − 1), B = α/q², C = 1/(4ωₚ²).

Here q is the Thomas-Fermi wave number and ωₚ the plasma frequency of the valence electrons. At k = 0 the function equals εᵣ. At large k it tends to 1 + 4ωₚ²/k⁴, the response of free electrons. The middle term with α = 1 has the Thomas-Fermi form. The number α sets the shape in between and is not fixed by these limits.

The interaction of two unit charges is the Fourier integral of 4π/(k²ε). The angular integral gives 4π sin(kr)/(kr), and 4π × 4π/(2π)³ = 2/π, so

rV(r) = (2/π) ∫₀^∞ sin(kr)/(k ε(k)) dk.

From the form of ε(k),

1/ε(k) = 1 − 1/D(k), D(k) = 1 + A + Bk² + Ck⁴.

For the parameters used here D has complex roots in k², and D = C(k² + s)(k² + s*). Comparing coefficients gives Re s = B/(2C) and |s|² = (1 + A)/C. Partial fractions give

1/D = −Im[1/(k² + s)]/(C Im s).

Next, split 1/[k(k² + s)] = [1/k − k/(k² + s)]/s. The standard integrals of sin(kr)/k and k sin(kr)/(k² + s) from zero to infinity are π/2 and (π/2)e^(−√s r), with Re √s > 0. Hence

(2/π) ∫₀^∞ sin(kr)/[k(k² + s)] dk = (1 − e^(−√s r))/s.

Now use Im(1/s) = −Im s/|s|², 1/s = s*/|s|² and 1/(C|s|²) = 1/(1 + A) = 1 − 1/εᵣ. The term 1 in 1/ε contributes 1 to rV, and the rest gives

rV = 1 − (1 − 1/εᵣ)[1 + Im(s* e^(−√s r))/Im s]

= 1/εᵣ − (1 − 1/εᵣ) Im(s* e^(−√s r))/Im s.

At r = 0 the last fraction is −1 and rV = 1, the bare interaction. At large r the exponential dies out and rV = 1/εᵣ. Because √s is complex, the correction oscillates as it decays, so it can strengthen or weaken the attraction.

Silicon has 32 valence electrons per cubic cell, which gives q = 1.104 bohr⁻¹ and ωₚ = 0.610 hartree. For α = 1 one finds s = 0.611 + 1.120i and √s = 0.971 + 0.577i. At r₁ = 4.44 bohr this gives rV = 0.0789, against 1/εᵣ = 0.0855. The binding energy becomes 6.123 × 0.0789 = 0.483 eV, a fall of 8 % from the constant-εᵣ value. For α = 1.5 the same formula gives 0.559 eV, a rise of 7 %.

The next-nearest energies are 0.424 eV and 0.459 eV, so the splitting is 0.059 eV for α = 1 and 0.100 eV for α = 1.5. The population ratio at 300 K is then 0.15 or 0.03 instead of 0.10. The ratio √3/2 therefore belongs to constant εᵣ and is lost once screening depends on distance. The nearest site stays lower in both cases. The two values of α illustrate the uncertainty; they do not bound it. With α = 0.5 the nearest energy would be 0.42 eV, and with α = 2 it would be 0.64 eV. Within this model the estimate is about 0.5 eV, with a spread of about a tenth of an electronvolt from α alone. The one-parameter form is itself only a rough description of silicon. A random-phase ε(k) from empirical-pseudopotential bands, without local-field effects, matches no single α: the value needed falls from about 1.5 at small k to below zero near 1.5 bohr⁻¹. That ε(k) raises rV at r₁ by 14 to 26 % above the bulk value, depending on the direction of k and the mesh, which corresponds to roughly 0.60 to 0.66 eV. The correction from short-range screening may therefore be upward and as large as the whole shortfall.

**Does the iron move towards the boron?**

The attraction pulls the iron off the centre of its void with a force

F = E(r₁)/r₁ = 0.523/0.2352 = 2.22 eV/nm.

To estimate the restoring force, let the energy between neighbouring tetrahedral sites, a distance L = r₁ apart, be (Eₘ/2)[1 − cos(2πx/L)], with a migration barrier Eₘ of roughly 0.7 eV. Its curvature at x = 0 is

K = (Eₘ/2)(2π/L)² = 2π²Eₘ/L² = 250 eV/nm².

Tetrahedral symmetry makes the quadratic part of the site energy the same in all directions, so K also applies to motion towards boron. Minimising Kx²/2 − Fx gives x = F/K = 0.009 nm and an energy gain F²/(2K) = 0.010 eV. If the full cosine is assumed to hold towards boron as well, it gives 0.010 nm and 0.011 eV together with the full Coulomb law.

The shift of 0.030 nm that would raise the Coulomb energy to 0.6 eV is three times larger. In the quadratic model it would cost 250 × 0.030²/2 = 0.11 eV of strain, more than the 0.08 eV it gains. With constant εᵣ and this site energy, a displacement that leaves the iron in its void cannot close the gap. Much closer to boron the point-charge energy falls without limit, and the model no longer applies. The conclusion does not carry over to every form of short-range screening: for α = 1.5 the attraction grows faster as the iron approaches. The minimum then moves to x = 0.026 nm with a binding of 0.60 eV, held by a barrier of only 0.003 eV, and for α = 2 the cosine energy leaves no local minimum at all. So close to boron, however, the cosine form is itself doubtful.

**Holes and the charge of the iron**

The example has a hole density p = 10¹⁶ cm⁻³. In a potential φ the hole density changes by −p eφ/kT to first order, so Poisson's equation becomes

∇²φ = φ/λ², λ² = εkT/(e²p).

With u = rφ this is u″ = u/λ², and the decaying solution multiplies the Coulomb potential by e^(−r/λ). Here λ = 40.9 nm. The loss of binding is

E(r₁)(1 − e^(−r₁/λ)) ≈ E(r₁) r₁/λ = 0.003 eV.

To this order it does not depend on r, and at fixed temperature it grows as √p. The linearisation is poor close to an ion, where eφ exceeds kT, so the number is an order of magnitude.

The model also needs isolated iron to be positive. For non-degenerate holes p = N exp[−(E_F − E_v)/kT], where N is the effective density of states of the valence band, E_F the Fermi level and E_v the band edge. A rough hole mass of 1.1 electron masses gives N = 2.9 × 10¹⁹ cm⁻³, and

E_F − E_v = kT ln(N/p) = 0.206 eV.

The donor level of iron lies roughly 0.4 eV above the band edge. The ratio of neutral to positive iron is then about exp[(0.206 − 0.4)/0.02585] = 6 × 10⁻⁴, up to a degeneracy factor of order one. At 300 K the assumption is safe. It weakens when heating or lighter doping raises the Fermi level towards the donor level.

**The real material**

The doping and temperature are those of ordinary boron-doped silicon for solar cells, where iron is a harmful impurity. For such material the hole correction is negligible beside the uncertainty of short-range screening, about a tenth of an electronvolt or somewhat more. Real crystals also break the assumptions of an unrelaxed lattice and a uniform medium: the atoms around boron relax, the field varies within a cell, and iron and boron may share electrons. Both forms of screening also assume a response linear in the field, although the force at the nearest site corresponds to a field of 2.2 V/nm for constant εᵣ and 3.6 V/nm for α = 1.5. None of these effects has been sized here, so the remaining difference from 0.6 eV cannot be assigned to any one of them. What the estimate supports is that screened Coulomb attraction is large enough to account for most of the measured binding. The numerical output below lists the main values.

Table of computed values

```
lattice constant                     0.5431 nm
dielectric constant                  11.7
temperature                          300 K
thermal energy kT                    0.02585 eV
hole density                         1.0e+16 cm^-3
e^2/(4 pi eps0)                      1.43996 eV nm
sites in shells 1, 2, 3              [ 4  6 12]
distance, nearest site               0.2352 nm
distance, next-nearest site          0.2716 nm
distance, third shell                0.4503 nm
unscreened energy, nearest           6.123 eV
binding energy, nearest              0.5233 eV
  same from field-energy integral    0.5233 eV
binding energy, nearest              0.838 e-19 J
binding energy, next-nearest         0.4532 eV
binding energy, third shell          0.2733 eV
splitting nearest/next-nearest       0.0701 eV
population next-nearest/nearest      0.0996
population third shell/nearest       1.89e-04
measured binding energy (rough)      0.6 eV
shortfall of estimate                0.077 eV
shortfall / measured                 12.8 %
distance that would give measured    0.2051 nm
inward shift this needs              0.0300 nm
dielectric constant that would do it 10.21
valence electron density             0.02960 bohr^-3
Fermi wave number                    0.9570 bohr^-1
Thomas-Fermi wave number             1.1039 bohr^-1
plasma energy                        0.6099 hartree
alpha=1.0: nearest                   0.4831 eV
alpha=1.0: next-nearest              0.4238 eV
alpha=1.0: splitting                 0.0592 eV
alpha=1.0: change of nearest         -7.7 %
alpha=1.5: nearest                   0.5593 eV
alpha=1.5: next-nearest              0.4595 eV
alpha=1.5: splitting                 0.0998 eV
alpha=1.5: change of nearest         +6.9 %
migration barrier of iron (rough)    0.7 eV
force on iron at nearest site        2.225 eV/nm
stiffness of the site                249.8 eV/nm^2
displacement, linear formula         0.0089 nm
energy gain, linear formula          0.0099 eV
displacement, full minimisation      0.0098 nm
energy gain, full minimisation       0.0108 eV
Debye length of holes                40.9 nm
loss of binding by hole screening    0.0030 eV
hole mass (rough)                    1.1 electron masses
valence-band effective density       2.90e+19 cm^-3
Fermi level above valence band       0.206 eV
iron donor level (rough)             0.4 eV
neutral/positive isolated iron       5.5e-04
```
